# Fermi-level shift of graphene physisorbed on a metal: a capacitor model

## 1. Definitions and conventions

The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$. Numbers are in eV and angstrom, for which each electrostatic product of two charges acquires the factor $K=e^2/(4\pi\varepsilon_0)=14.400$ eV Å. Temperature $T$ is an energy, so $k_B=1$.

The axis $x$ points from the metal to the graphene, and $U(x)$ is the laterally averaged potential energy of an electron.

- $W_M$, $W_G$: work functions of the clean metal and of free, neutral graphene.
- $W$: work function of the metal covered with graphene.
- $s=E_F-E_{\rm Dirac}$: Fermi level measured from the Dirac point. Positive $s$ is electron doping.
- $n$: electrons transferred to graphene per area, negative for holes.
- $\Delta>0$: lowering of the vacuum level by the push-back dipole, which exists even at $n=0$.
- $z$: effective length of the capacitor formed by the two transferred charges. For a thin graphene charge sheet it is the distance between their centroids (Section 2).
- $v$: Dirac velocity.

The result, at zero temperature, is

$$s=\frac{2P}{1+\sqrt{1+4b|P|}},\qquad P=W_G+\Delta-W_M,\qquad b=\frac{4z}{v^2}. \tag{1}$$

In eV and angstrom, $b=4zK/(\hbar v)^2$. Graphene is neutral at $W_M=W_G+\Delta$. With the rough values $W_G=4.5$ eV and $\Delta=0.9$ eV this is 5.4 eV. The capacitor model does not predict that number: $\Delta$ is an input, of a size typical of density-functional results at a spacing near 3.3 Å, and it varies with metal and spacing.

The assumptions are an intact Dirac cone, lateral uniformity, a graphene charge treated as a thin sheet, a $\Delta$ independent of $n$, and a metal whose density of states is so large that its own bands do not shift.

## 2. Potential step of a dipole layer

Let $r(x)$ be the excess electron density of a layer that is neutral overall, $\int r\,dx=0$. Electrons repel each other, so Poisson's equation for their potential energy is $U''=-4\pi r$. The field vanishes deep in the metal, and one integration gives

$$U'(x)=-4\pi Q(x),\qquad Q(x)=\int_{-\infty}^{x}r(x')\,dx'.$$

Neutrality makes $Q$ vanish on both sides of the layer. Integrating again, by parts, leaves no boundary term:

$$U(\infty)-U(-\infty)=-4\pi\int Q\,dx=4\pi\int x\,r(x)\,dx. \tag{2}$$

Electrons displaced away from the metal raise the outer vacuum level; electrons displaced towards it lower that level. For transferred charge, $r=n(\rho_G-\rho_M)$ with normalized profiles, and the step is $4\pi nz_c$ whatever the profile shapes, where $z_c$ is the distance between their centroids. The Dirac level feels instead the potential averaged over $\rho_G$. If the two profiles do not overlap, this average lies $2\pi n\langle|x-x'|\rangle$ below the outer vacuum level, with $x$ and $x'$ both distributed as $\rho_G$. The length that enters (1) is then $z=z_c-\frac12\langle|x-x'|\rangle$, and for a carbon $2p_z$ density the correction is about 0.4 Å. Below, the sheet is treated as thin, so that $z=z_c$, and $z$ is taken as an effective parameter shorter than the atomic spacing.

## 3. An orbital model of the push-back dipole

Take one filled metal orbital $\phi_M$ and one filled graphene orbital $\phi_G$, real and normalized, with overlap $S$. The Pauli principle requires the density of the space they span, which involves the inverse of their overlap matrix:

$$\rho=2\sum_{ij}\phi_i(\mathbf S^{-1})_{ij}\phi_j=\frac{2(\phi_M^2+\phi_G^2-2S\phi_M\phi_G)}{1-S^2}.$$

Subtracting the density $2(\phi_M^2+\phi_G^2)$ of the separate systems gives

$$\delta\rho=\frac{2\left[S^2(\phi_M^2+\phi_G^2)-2S\phi_M\phi_G\right]}{1-S^2}.$$

Its integral is proportional to $2S^2-2S^2=0$. Charge is taken from the overlap distribution and returned equally to the two orbitals.

Put the centroid of $\phi_M$ at $0$, that of $\phi_G$ at $d$, and that of the product $\phi_M\phi_G$ at $x_o$. Since $\int x\phi_M\phi_G\,dx=Sx_o$,

$$\int x\,\delta\rho\,dx=\frac{2S^2(d-2x_o)}{1-S^2}. \tag{3}$$

Two equal orbitals, each symmetric about its own centre, have $x_o=d/2$ and no net dipole. A net dipole needs an asymmetry. As an illustration, take a metal tail that is more diffuse than the graphene orbital. Let $\phi_M=\sqrt\kappa\,e^{-\kappa|x|}$, with the vacuum decay constant $\kappa=\sqrt{2W_M}$, and $\phi_G=(2g/\pi)^{1/4}e^{-g(x-d)^2}$. For $x>0$, completing the square gives

$$\kappa x+g(x-d)^2=g\left(x-d+\frac{\kappa}{2g}\right)^2+\kappa d-\frac{\kappa^2}{4g}.$$

The product is thus a Gaussian centred at $x_o=d-\kappa/(2g)$. If its weight at $x<0$ is negligible,

$$S=\sqrt\kappa\left(\frac{2g}{\pi}\right)^{1/4}\sqrt{\frac{\pi}{g}}\;e^{\kappa^2/(4g)-\kappa d}.$$

Now $d-2x_o=-(d-\kappa/g)$. For $d>\kappa/g$ the electrons move on balance towards the metal, and by (2) the vacuum level falls. With one orbital pair per graphene cell of area $A$,

$$\Delta_{\rm pair}=\frac{8\pi S^2}{A(1-S^2)}\left(d-\frac{\kappa}{g}\right). \tag{4}$$

For $d=3.3$ Å, $\kappa=1.134$ Å$^{-1}$ and a chosen $g=1.071$ Å$^{-2}$, the overlap is $S=0.0530$ and the lowering is 0.436 eV. Explicit orthogonalization of these orbitals on a grid agrees with (4) within 1%. For these chosen orbitals the vacuum level falls, by about half the input $\Delta$. This illustrates the mechanism but does not predict $\Delta$, because sign and size both depend on the orbital shapes: by (3), the sign reverses if the overlap is centred nearer the metal, $x_o<d/2$. A node in the sheet, as in a real $\pi$ orbital, moves $x_o$ that way: for $\phi_G\propto(x-d)e^{-g(x-d)^2}$ one finds $x_o=d-\kappa/(2g)-1/\kappa$. This is 1.89 Å for the same $g$, where the lowering shrinks to 0.11 eV, and the sign reverses for $g$ below about 0.74 Å$^{-2}$. For a laterally integrated carbon $2p_z$ orbital at 3.3 Å, $x_o$ is close to $d/2$ and the pair dipole nearly vanishes. One pair per cell is also a schematic count, so the example below keeps the input $\Delta=0.9$ eV.

Equation (4) also gives the sensitivity to spacing within this orbital model. For $S^2\ll1$,

$$\frac{d\ln\Delta_{\rm pair}}{dd}=-2\kappa+\frac{1}{d-\kappa/g}\approx-2.27+0.45=-1.82\ \text{Å}^{-1}.$$

An extra 0.1 Å removes 16.8% of the lowering in the grid calculation.

## 4. Charge in the Dirac cone

With nearest-neighbour hopping $t$ and bond length $a$, the band energies are $\pm t|f|$, where $f$ sums the Bloch phases to three neighbours at angles $\theta_j=2\pi j/3$. At the zone corner these phases are $e^{i\theta_j}$, up to a common factor, and they sum to zero. A small displacement $\mathbf q$ at angle $\varphi$ adds, to first order,

$$|f|=\left|\sum_j e^{i\theta_j}\,qa\cos(\theta_j-\varphi)\right|=\frac{3qa}{2}.$$

Here the cosine is split into two exponentials: one gives three equal terms, and the other gives $\sum_j e^{2i\theta_j}=0$. Hence $E=\pm vq$ with $v=3at/2$.

Filling the upper cone to $q=s/v$, with two spins and two valleys, gives

$$n=4\,\frac{\pi(s/v)^2}{(2\pi)^2}=\frac{s^2}{\pi v^2}.$$

The lower cone is its mirror image, so for both signs

$$n=\frac{s|s|}{\pi v^2},\qquad \frac{dn}{ds}=\frac{2|s|}{\pi v^2}. \tag{5}$$

The second expression is the linear density of states.

## 5. Equilibrium condition and its solution

The covered work function can be written in two ways. Starting from the metal, push-back lowers the vacuum level and charge transfer raises it:

$$W=W_M-\Delta+4\pi nz.$$

Starting from graphene, the Dirac point lies $W_G$ below the outer vacuum level and the Fermi level lies $s$ above the Dirac point:

$$W=W_G-s.$$

Equating the two and inserting (5), for which $4\pi nz=4zs|s|/v^2$, gives

$$s+b\,s|s|=P. \tag{6}$$

The left side is odd and strictly increasing, so there is one real solution and it has the sign of $P$. Its magnitude obeys $b|s|^2+|s|-|P|=0$, whose positive root is

$$|s|=\frac{\sqrt{1+4b|P|}-1}{2b}=\frac{2|P|}{1+\sqrt{1+4b|P|}}.$$

The last step multiplies numerator and denominator by $\sqrt{1+4b|P|}+1$. Restoring the sign gives (1). This form should be coded, because it avoids subtracting nearly equal numbers close to neutrality. In the other direction, a known $s$ gives $P$ directly from (6).

The second expression for $W$ assumes that the interface adds no potential step outside the sheet. If part of either dipole lies beyond it, (6) keeps its form with $\Delta$ and $z$ counted up to the sheet, but $W$ then differs from $W_G-s$. The width of the $\pi$ charge alone adds $2\pi n\langle|x-x'|\rangle$ to $W$, about 0.07 eV at the density of Section 8.

**Energy argument.** Taking an electron from the metal costs $W_M$, crossing the push-back layer contributes $-\Delta$, and entering graphene at the Dirac point contributes $-W_G$. The sum is $-P$. For thin sheets, crossing the layer of charge already transferred costs $4\pi nz$, which integrates to $2\pi zn^2$. The energy per area is

$$\mathcal E(n)=\int_0^n s(n')\,dn'-Pn+2\pi zn^2.$$

Setting $d\mathcal E/dn=s-P+4\pi nz$ to zero reproduces (6). Both $s(n)$ and $4\pi nz$ increase with $n$, so the stationary point is the unique minimum.

This minimum was also found by filling the levels of the full honeycomb band on a $3000\times3000$ grid of wavevectors, with the parameters of Section 8. For $W_M=4.5$, 4.9, 5.3, 5.5 and 5.9 eV the shifts agree with (1) within 1%, and at 5.4 eV no charge moves.

## 6. Response and limits

Differentiating (6) gives

$$\frac{ds}{dP}=\frac{1}{1+2b|s|},\qquad \frac{ds}{dW_M}=-\frac{1}{1+2b|s|},$$

the second at fixed $\Delta$ and $z$. The term $2b|s|$ is the ratio of the quantum capacitance $2|s|/(\pi v^2)$ to the geometric capacitance $1/(4\pi z)$.

Near neutrality, $4b|P|\ll1$ and $\sqrt{1+4b|P|}\approx1+2b|P|$, so that $s\approx P(1-b|P|)$. There are few states to fill, little charge moves, and the Dirac point follows the metal's work function almost one to one. For $4b|P|\gg1$, (1) tends to $|s|\approx\sqrt{|P|/b}$. With $b=1.457$ eV$^{-1}$, the crossover $4b|P|=1$ lies at $|P|=0.17$ eV. The square-root limit is formal here: $4b|P|=40$ would need $|P|\approx7$ eV, far beyond differences between work functions.

## 7. Temperature and tunnelling width

At temperature $T$, electrons in the upper cone minus holes in the lower cone give

$$n=\frac{2}{\pi v^2}\int_0^\infty E\,[f(E-s)-f(E+s)]\,dE,\qquad f(y)=\frac{1}{1+e^{y/T}}.$$

This is odd in $s$, so the neutral point does not move with temperature if $W_M$, $W_G$ and $\Delta$ are held fixed. At $s=0$, integration by parts gives

$$\frac{dn}{ds}=\frac{4}{\pi v^2}\int_0^\infty f(E)\,dE=\frac{4T\ln2}{\pi v^2},\qquad \left.\frac{ds}{dP}\right|_{P=0}=\frac{1}{1+4bT\ln2}.$$

For $|s|\gg T$, the Sommerfeld expansion instead gives $|n|=(s^2+\pi^2T^2/3)/(\pi v^2)$, up to terms of order $e^{-|s|/T}$. To first order the added charge reduces $|s|$ by $(b\pi^2T^2/3)/(1+2b|s|)$.

Tunnelling to the metal broadens graphene's levels. Take a constant Lorentzian half-width $\Gamma$ and a linear band cut off at $\pm D$. One band holds two electrons per cell, so $D^2/(\pi v^2)=2/A$. Measured from the symmetric neutral state,

$$n=\frac{2}{\pi v^2}\int_{-D}^{D}|E|\,\frac1\pi\arctan\frac{s-E}{\Gamma}\,dE.$$

Let $s>0$ and $\Gamma\ll s\ll D$. Away from $E=s$, the arctangent is $\frac{\pi}{2}\,{\rm sgn}(s-E)+\Gamma/(E-s)$ to first order in $\Gamma$. The sign term returns (5). The other term is a principal value, because the arctangent is odd about $E=s$:

$$\mathrm{P}\!\int_{-D}^{D}\frac{|E|}{E-s}\,dE=\mathrm{P}\!\int_0^D\frac{2sE}{E^2-s^2}\,dE=s\ln\frac{D^2-s^2}{s^2}\approx2s\ln\frac Ds.$$

Multiplying by $2\Gamma/(\pi^2v^2)$ and dividing by (5) gives the relative extra charge at fixed $s$:

$$\frac{\delta n}{n}=\frac{4\Gamma}{\pi s}\ln\frac Ds. \tag{7}$$

## 8. Worked example: graphene on copper

The rough inputs are $W_M=4.9$ eV, $W_G=4.5$ eV, $\Delta=0.9$ eV, $z=0.9$ Å, $a=1.42$ Å and $t=2.8$ eV. Then

$$\hbar v=1.5\times1.42\times2.8=5.964\ \text{eV Å},\qquad b=\frac{4\times0.9\times14.400}{5.964^2}=1.457\ \text{eV}^{-1}.$$

The drive is $P=4.5+0.9-4.9=0.5$ eV, and

$$s=\frac{1.0}{1+\sqrt{1+4\times1.457\times0.5}}=\frac{1.0}{2.978}=0.336\ \text{eV}.$$

The graphene is electron-doped. The charge is $n=0.336^2/(\pi\times5.964^2)=1.01\times10^{-3}$ Å$^{-2}$, or $1.0\times10^{13}$ cm$^{-2}$. The transferred charge, treated as two sheets, has a field of $4\pi Kn=0.183$ V/Å, or 18 MV/cm, not counting the field of the push-back dipole, which is opposite on average. Over 0.9 Å it produces a rise of 0.164 eV, which is $P-s$. Both routes to the covered work function agree: $4.9-0.9+0.164=4.164$ eV and $4.5-0.336=4.164$ eV.

Without push-back, $P=-0.4$ eV and $s=-0.283$ eV: the predicted doping changes sign. With push-back, a metal of work function 4.5 eV, equal to that of graphene, still gives $s=0.514$ eV. At fixed $\Delta$ and $z$, metals at 5.2 and 5.6 eV give $+0.162$ and $-0.162$ eV.

The neglected effects have these sizes for the copper case:

- At 300 K, $s$ changes by $-1.6$ meV. At neutrality the slope $ds/dP$ falls from 1 to 0.905.
- Band curvature changes $s$ by a few tenths of a meV, including the discreteness of the level count.
- An assumed $\Gamma=0.01$ eV, with $D=6.53$ eV, adds 11% to the charge at fixed $s$. Restoring equilibrium lowers $s$ by 9 meV.
- Changing $\Delta$ to 0.8 or 1.0 eV gives $s=0.283$ or 0.385 eV.
- Changing $z$ to 0.6 or 1.2 Å gives $s=0.368$ or 0.311 eV. Using the full atomic spacing of 3.3 Å gives 0.226 eV.
- If $\Delta$ loses the 16.8% found in Section 3 for an extra 0.1 Å, it falls by 0.15 eV, and the neutral work function moves from 5.40 to 5.25 eV.

For the assumed $\Gamma$, the interface parameters $\Delta$ and $z$ matter most; a $\Gamma$ of 0.03 eV would lower $s$ by 26 meV, as much as the increase of $z$ to 1.2 Å. An error in $W_M$ or $W_G$ changes $P$ as much as an equal error in $\Delta$. These inputs give $s\approx0.3$ eV; the further digits serve only to check the arithmetic. The inputs are mixed: $W_M=4.9$ eV is of the measured size, while $\Delta$ is of density-functional size. With a density-functional work function near 5.2 eV for close-packed copper, the same model gives about 0.16 eV.

## 9. Use for real contacts

Graphene on clean copper is found to be electron-doped, with a shift of roughly 0.3 eV, so the sign and size are reasonable. This agreement does not validate $\Delta$ and $z$ separately, since different pairs can give the same $s$. The chosen $W_M$ suits a close-packed copper face; other faces can be lower by some tenths of an eV. At fixed $\Delta$ and $z$, each 0.1 eV of reduction near the example's values raises $s$ by about 0.05 eV. Fabricated contacts may also contain oxygen, water or polymer residue, which breaks the assumption of a clean interface with a known $\Delta$. If such a layer removed push-back entirely while $W_M$ and $z$ stayed fixed, $s$ would move from $+0.336$ to $-0.283$ eV. If the layer also increased $z$, the negative shift would be smaller in magnitude.

Choosing a metal with $W_M\approx W_G+\Delta$ therefore gives nearly neutral graphene under a clean, physisorbed contact whose $\Delta$ is known for that metal and spacing. With the example's $b$, an error of 0.1 eV in $\Delta$ still leaves $|s|\approx0.09$ eV. Where the metal bonds chemically and destroys the cone, (5) fails and $s$ loses its meaning. Where spacing or facet varies laterally, (1) can serve as a local estimate if the variation is slow compared with both the gap, so that the capacitor is locally flat, and the carrier wavelength $2\pi v/|s|$, so that (5) holds locally. The second condition fails close to neutrality, where this wavelength diverges. The numerical output lists the remaining values.

## Numbers as computed

```
metal work function W_M: 4.90 eV
graphene work function W_G: 4.50 eV
push-back lowering Delta (input): 0.90 eV
neutral work function: 5.40 eV
atomic spacing: 3.30 angstrom
effective distance z: 0.90 angstrom
carbon bond: 1.42 angstrom; hopping: 2.80 eV
cell area: 5.239 angstrom^2
hbar v: 5.964 eV angstrom
e^2/(4 pi eps0): 14.400 eV angstrom
b: 1.457 1/eV
drive P: 0.500 eV
shift s = E_F - E_Dirac: 0.336 eV
capacitor drop P - s: 0.164 eV
electron density: 1.009e-03 1/angstrom^2 = 1.01e+13 cm^-2
electrons per cell: 0.00528
gap field: 0.183 V/angstrom = 18.3 MV/cm
covered work function: 4.164 eV
slope ds/dP: 0.505
shift by energy minimization: 0.335 eV
shift without push-back: -0.283 eV
scan W_M = 4.5 eV: s = 0.514 eV
scan W_M = 5.0 eV: s = 0.283 eV
scan W_M = 5.2 eV: s = 0.162 eV
scan W_M = 5.4 eV: s = 0.000 eV
scan W_M = 5.6 eV: s = -0.162 eV
scan W_M = 6.0 eV: s = -0.385 eV
dipole density for Delta: 0.00497 e/angstrom
dipole per cell: 0.0261 e angstrom
orbital model, tail decay: 1.134 1/angstrom
orbital model, Gaussian exponent: 1.071 1/angstrom^2
orbital model, overlap S: 0.0530
orbital model, lowering: 0.436 eV
orbital model, loss per +0.1 angstrom: 16.8 %
same loss applied to Delta: 0.151 eV
thermal energy at 300 K: 0.0259 eV
change of s at 300 K: -1.62 meV
slope at neutrality, 300 K: 0.905
change of s by band curvature: -0.25 meV
assumed tunnelling half-width: 0.010 eV
band cutoff D: 6.53 eV
extra charge at fixed s by width: 11.2 %
change of s by width: -9.2 meV
s for Delta 0.8 eV: 0.283 eV
s for Delta 1.0 eV: 0.385 eV
s for z = 0.6 angstrom: 0.368 eV
s for z = 1.2 angstrom: 0.311 eV
s for z = 3.3 angstrom: 0.226 eV
```
